# Why Collisions Halve Kink Formation but Not Migration in Dislocation Glide

A dislocation in a semiconductor lies along a valley of the crystal potential. It advances by throwing a short piece into the next valley. The two steps bounding that piece, a kink and an antikink, then run apart along the line. In a covalent crystal each kink jump must itself cross a high barrier. On a short segment the kinks leave at the ends; on a long line they meet kinks from other pairs and annihilate. Collisions, as shown below, halve the activation energy of nucleation. Why, then, is the migration barrier not halved as well?

Let $F$ be the formation energy of one kink, $W$ its migration barrier, $a$ its jump length, $h$ the valley spacing, $b$ the Burgers vector and $\tau$ the resolved stress. For steady motion of a single undissociated line without obstacles, whose ends absorb kinks but emit none,

$$\text{short line: } 2F+W,\qquad \text{long line: } F+W .$$

These are the energies in the exponentials. The attempt frequency $\nu$ is constant, and elastic attraction between kinks is added later.

## Contribution 1: kink drift

A kink moving by $dx$ advances an area $h\,dx$, so the stress does work $\tau bh\,dx$ and the force on the kink is $f=\tau bh$. Write $\Gamma=\nu e^{-W/kT}$ and $\varepsilon=fa/kT$. Half of the work $fa$ is gained by the time the kink reaches the saddle, so the forward and backward jump rates are $\Gamma e^{\pm\varepsilon/2}$ and

$$v_k=2a\Gamma\sinh\frac{\varepsilon}{2}\simeq \nu a^2\frac{f}{kT}\,e^{-W/kT}\qquad(\varepsilon\ll1).$$

The drift carries one full $W$. With $\beta=1/kT$ and the stress held fixed, $v_k\propto\beta e^{-\beta W}$, so the Arrhenius slope is

$$-\frac{\partial\ln v_k}{\partial\beta}=W-kT .$$

A kink diffusing with constant drag through a smooth corrugation of height $W$ gives nearly the same slope. For $W=1.20$ eV at 900 K it is 1.119 eV, against $W-kT=1.122$ eV.

## Contribution 2: nucleation

A pair separated by $na$ has energy $E_n=2F-nfa$ for $n\ge1$, and the straight line has $E_0=0$. Either kink can jump, so the pair widens at rate $2\Gamma e^{\varepsilon/2}$ and narrows at $2\Gamma e^{-\varepsilon/2}$. Let the last narrowing step, annihilation, have this same rate. Detailed balance then fixes the creation rate per site as $2\Gamma e^{-2F/kT}e^{\varepsilon/2}$.

Write the steady occupations as $p_n=g_ne^{-E_n/kT}$. The net flux through every step is

$$j=2\Gamma e^{-2F/kT}e^{\varepsilon(n+1/2)}(g_n-g_{n+1}).$$

Divide by the exponential in $n$ and sum over $n$. The differences telescope to $g_0-g_\infty=1$, since pairs that have grown very wide are removed. The geometric sum is

$$\sum_{n=0}^{\infty}e^{-\varepsilon(n+1/2)}=\frac{1}{2\sinh(\varepsilon/2)} .$$

Therefore

$$j=4\Gamma\sinh\frac{\varepsilon}{2}\,e^{-2F/kT}=\frac{2v_k}{a}e^{-2F/kT}.$$

The nucleation rate per unit length is $J=j/a$:

$$J=2v_kc^2,\qquad c=\frac{e^{-F/kT}}{a}.$$

For dilute kinks, $c$ is the equilibrium density of each kink sign. Thus $J$ carries $2F+W$. The barrier enters once, although two kinks are made, because a pair widens by one kink jumping at a time. When a smooth corrugation of 1.20 eV is added to a pair-energy landscape, the slope of the nucleation rate rises by 1.155 eV on the grid used here, and by 1.160 eV when the grid is refined. That is one barrier, to within a prefactor correction smaller than $kT$.

## Short line: nucleation alone

If each pair crosses the whole segment before another forms, every success advances the line by $h$:

$$v_{\rm short}=hJL=2hv_kc^2L .$$

The exponent is $2F+W$. This requires ends that emit no kinks. If an end exchanges kinks freely in both directions, a single kink can enter there at cost $F$ instead of $2F$. Such entries outnumber pairs by about $1/(cL)$ on a short segment, and they restore the long-line speed and the exponent $F+W$.

## Long line: collisions added

Let $n$ be the density of each kink sign. Opposite kinks approach at relative speed $2v_k$, so they annihilate at rate $2v_kn^2$ per unit length. Steady balance gives

$$2v_kc^2=2v_kn^2\quad\Rightarrow\quad n=c .$$

The kink speed cancels: faster kinks nucleate faster and collide faster in the same proportion. Each kink sweeps area at rate $hv_k$, and there are $2c$ kinks per unit length, so

$$v_{\rm long}=2hcv_k=h\sqrt{2Jv_k}.$$

The second form shows the accounting:

$$\underbrace{\tfrac12(2F+W)}_{\text{from }\sqrt J}+\underbrace{\tfrac12W}_{\text{from }\sqrt{v_k}}=F+W .$$

Collisions do halve the whole nucleation energy, including its $W$. The drift factor then restores the missing $W/2$.

The length swept per nucleated pair says the same thing:

$$X=\frac{v_{\rm long}}{hJ}=\frac{2hcv_k}{2hv_kc^2}=\frac1c=a\,e^{F/kT}.$$

Heating shortens this collection length with energy $F$, which removes one $F$ from $2F+W$. Since $X$ contains no $W$, nothing is removed from the migration part.

## Does the collision balance survive correlations?

The balance assumed that kinks of opposite sign are uncorrelated. A closed lattice line allows this to be proved. Let each of $N$ bonds have slope $0$, $+$ or $-$, and give each kink a weight $\lambda=e^{-F/kT}$. Forward moves, in units of $\Gamma e^{\varepsilon/2}$, are

- $(-,0)\to(0,-)$ and $(0,+)\to(+,0)$, weight 1;
- $(-,+)\to(0,0)$, weight 2, since either kink may jump;
- $(0,0)\to(+,-)$, weight $2\lambda^2$.

Backward moves are their reverses. They have weights 1, $2\lambda^2$ and 2 respectively, with $e^{-\varepsilon/2}$ in place of $e^{\varepsilon/2}$.

Let $U$ and $D$ be the total forward and backward weights available in a configuration. With probabilities proportional to $\lambda^{\text{number of kinks}}$, detailed balance at zero force makes the inflow $e^{\varepsilon/2}D+e^{-\varepsilon/2}U$, while the outflow is $e^{\varepsilon/2}U+e^{-\varepsilon/2}D$. These agree at any force if $U=D$. Let $N_{xy}$ count neighbouring slopes $(x,y)$. The creation terms cancel, leaving

$$U-D=(N_{-0}-N_{0-})+(N_{0+}-N_{+0})+2(N_{-+}-N_{+-}).$$

Counting the minus kinks by their right and then by their left neighbours gives $N_{-0}+N_{-+}=N_{0-}+N_{+-}$. The same count for plus kinks gives $N_{0+}+N_{-+}=N_{+0}+N_{+-}$. Each of the first two brackets therefore equals $N_{+-}-N_{-+}$, and the sum vanishes.

On a long ring the slopes are then independent, with probability $\rho=\lambda/(1+2\lambda)$ for each sign. Using $\lambda^2(1-2\rho)^2=\rho^2$, the mean forward weight per site is

$$2\rho(1-2\rho)+2\rho^2+2\rho^2=2\rho .$$

The line speed is $h\Gamma(e^{\varepsilon/2}-e^{-\varepsilon/2})\,2\rho=2h(\rho/a)v_k$. For dilute kinks $\rho/a\to c$, which is the collision result.

For a closed line of finite length $L$, still dilute, $m$ kinks of each sign have total weight $(cL)^{2m}/(m!)^2$. With $y=2L/X$ these weights sum to the Bessel function $I_0(y)$, and the mean number of kinks is $yI_0'(y)/I_0(y)=yI_1(y)/I_0(y)$. Each sweeps area at rate $hv_k$, so division by $L$ gives

$$v=v_{\rm long}\,\frac{I_1(2L/X)}{I_0(2L/X)} .$$

For small $L/X$ the ratio tends to $L/X$, which returns $hJL$; for large $L/X$ it tends to 1.

Direct simulation of random nucleation and collision gave $v/v_{\rm long}=0.446$, 0.845 and 1.003 at $L/X=0.5$, 2 and 20. The formula gives 0.446, 0.864 and 0.987, and the test allowed 6% for counting noise. Lines whose ends absorb kinks but emit none also approach the two limits: $v/(hJL)=0.974$ at $L/X=0.1$, and $v/v_{\rm long}=0.972$ at $L/X=20$.

A separate Monte Carlo line at $\varepsilon=0.5$, started straight, tested the dependence on kink density for $\lambda=0.03$ and 0.06. The speed varied as density to the power 0.995, against 1 predicted and about 2 for a short line. Between 12 and 48 collision times $X/v_k$ the speeds were 0.978 and 0.975 of the steady prediction. Between 1 and 4 collision times they were 0.955 and 0.967. Counting noise, the finite time step and a slow approach to steady motion may all contribute to the remaining 2%; their shares were not separated.

## Weighing the contributions in numbers

Take rough round values in the regime of silicon: $F=0.70$ eV, $W=1.20$ eV, $a=b=0.384$ nm, $h=0.333$ nm, $\nu=10^{13}\ \mathrm{s^{-1}}$, $T=900$ K and $\tau=30$ MPa. Then $kT=0.0776$ eV, $f=3.84$ pN and $v_k=86.8$ µm/s. The collection length is

$$X=(0.384\ \text{nm})\,e^{0.70/0.0776}\simeq3.19\ \text{µm}.$$

A 100 µm line has $L/X=31$ and is long:

$$v_{\rm long}=\frac{2hv_k}{X}=\frac{2(0.333\ \text{nm})(86.8\ \text{µm/s})}{3.19\ \text{µm}}\simeq18.1\ \text{nm/s}.$$

A 0.3 µm segment whose ends emit no kinks, labelled "foil" in the output, has $L/X=0.094$ and moves at $0.094\times18.1\simeq1.70$ nm/s. A segment crossing a real foil can be faster, because single kinks may enter at the surfaces.

The exponents are 2.60 eV for the short segment and 1.90 eV for the long line. At fixed stress the Arrhenius slopes are lower by $kT$: 2.52 and 1.82 eV. Their difference is $F$. Halving $W$ too would give 1.30 eV and, with the same prefactor, a speed too high by $e^{W/2kT}\simeq2300$.

Setting $L=X$ gives the temperature of the regime change, $T=F/[k\ln(L/a)]$: about 1220 K for the short segment and 650 K for the long line. A segment is short below this temperature and long above it. These values omit elastic attraction and kink formation entropy, which both lower them: an entropy of $3k$ per kink would bring the first down to about 840 K.

## Elastic attraction belongs to formation

Give the pair an attraction $-\alpha/x$, with $\alpha=\mu b^2h^2/8\pi$, $\mu=65$ GPa and the orientation factor set to one. The pair energy $2F-\alpha/x-fx$ peaks at $x=\sqrt{\alpha/f}=3.3$ nm, at a height $2F-2\sqrt{\alpha f}$.

For small $\varepsilon$ the nucleation sum becomes an integral. Substituting $x=\sqrt{\alpha/f}\,e^u$ gives

$$\int_0^\infty e^{-(\alpha/x+fx)/kT}dx=2\sqrt{\frac{\alpha}{f}}\,K_1(z),\qquad z=\frac{2\sqrt{\alpha f}}{kT}.$$

Without attraction the integral is $kT/f$. The ratio of the two is $zK_1(z)$, so $J$ is multiplied by $1/[zK_1(z)]$ and $v_{\rm long}$ by its square root.

Here $z=2.05$, and the factors are 3.72 and 1.93. The slope in the short limit falls by 0.130 eV, to 2.39 eV, and the long-line slope by 0.065 eV, to 1.76 eV. The elastic lowering is part of pair formation, so collisions halve it. The collection length also shrinks by 1.93, to about 1.65 µm, so the 0.3 µm segment, now at $L/X=0.18$, is less deeply in the short regime. On a closed line of that length the slope is about 0.02 eV below the short limit.

## Where the result applies

If $W$ is negligible and drag limits the kinks, the exponents become $2F$ and $F$: the whole barrier is then halved, because all of it is formation energy. Suppose instead that obstacles stop kinks at a spacing $\ell$ much less than $X$, and that the line passes each one, at no further cost, only when kinks have arrived from both sides. The exponent $2F+W$ then returns. The speed is $hJ\ell$ if kinks can pile up freely at an obstacle. If the pile-up is limited, a segment must wait for its neighbours and the speed is lower: about $0.42\,hJ\ell$ when an obstacle holds only one kink.

Other neglected effects are small in this example. The sinh drift law changes $v_k$ by 0.06%. Kink diffusion spreads the travel over $X$ by $\sqrt{2(kT/f)X}\simeq144$ nm, about 5% of $X$. The leading Wigner tunnelling correction, $1+(h_{\rm P}\nu/kT)^2/24$ with Planck's constant $h_{\rm P}$ and the frequency of the barrier top taken equal to $\nu$, raises the jump rate by 1.2%.

Measured activation energies for dislocation glide in silicon are roughly 2.2 eV, between the two exponents found here. Given the rough inputs, this does not identify the regime. Real glide dislocations in silicon are split into partials, which breaks the single-line assumption. For a rough fault energy $\gamma=60$ mJ/m² and width $d=5$ nm, advancing one partial alone by $h$ creates a restoring force of about $\gamma h/d$ per length. This is 0.60 of the applied force $\tau b/\sqrt3$, if the stress resolved along that partial's own Burgers vector, of length $b/\sqrt3$, is also $\tau$. Starting from the equilibrium width, the restoring force grows from zero to this value during the step, so its mean is half as large. A kink is driven by the energy released over the whole step, so a kink on that partial feels about 0.7 of the applied drive, and its drift slows in proportion. Activation entropy, also omitted, multiplies rates by $e^{S/k}$. The absolute speeds, the collection length and the regime-change temperatures are therefore uncalibrated; the separation of $F$ from $W$ does not depend on that prefactor. The remaining figures are in the numerical output below.

## Computed results

```
INPUTS (rough, silicon regime)
F = 0.70 eV, W = 1.20 eV, T = 900 K
stress = 30 MPa, shear modulus = 65 GPa
a = b = 0.384 nm, h = 0.333 nm, nu = 1.0e+13 1/s
foil segment = 0.3 um, long line = 100 um
TESTS
drift energy, smooth barrier = 1.1193 eV
W - kT = 1.1224 eV
share of W in pair nucleation = 1.1546 eV
7-site ring speed: exact 0.62358596, formula 0.62358596
short-ring formation energy = 1.3223 eV
2F - kT = 1.3224 eV
long lattice line, late speed/(2 c v_k) = 0.978, 0.975
same, early after a straight start = 0.955, 0.967
long-line exponent of speed in kink density = 0.995
closed line L/X = 0.5: v/v_long simulated 0.446, I1/I0 0.446
closed line L/X = 2.0: v/v_long simulated 0.845, I1/I0 0.864
closed line L/X = 20.0: v/v_long simulated 1.003, I1/I0 0.987
free ends L/X = 0.1: v/(hJL) = 0.974
free ends L/X = 20: v/v_long = 0.972
pair rate, chain/Bessel formula = 1.0060
WORKED EXAMPLE, no elastic attraction
kT = 0.07756 eV
force on kink f = 3.836 pN
kink speed v_k = 86.80 um/s
collection length X = 3.193 um
pair rate J = 17.031 per um per s
foil: L/X = 0.0940, long line: L/X = 31.32
foil speed = 1.701 nm/s
long-line speed = 18.107 nm/s
2F+W = 2.60 eV, F+W = 1.90 eV, F+W/2 = 1.30 eV
Arrhenius slope: foil 2.5224 eV, long 1.8224 eV
speed error if W is halved too: factor 2290
regime change: foil 1220 K, long line 651 K
NEGLECTED EFFECTS, sized
elastic: z = 2.050, J factor 3.724, v_long factor 1.930
critical pair separation = 3.32 nm
slopes with attraction: foil 2.3924 eV, long 1.7574 eV
nonlinear drift factor = 1.00059
kink diffusion spread over X = 144 nm
tunnelling: Wigner factor 1.0118, crossover 76 K
partials: fault energy 60 mJ/m2, width 5 nm
restoring/applied force on one partial = 0.60
```
